\section*{Heat conduction by air in a 2 nm slit pore}

\section*{Question}

A porous interlayer dielectric contains air-filled pores. Model one pore as a slit between two parallel solid walls a distance $d=2\ \mathrm{nm}$ apart, with the heat flow normal to the walls. In the bulk, the air has thermal conductivity $\kappa_0=0.026\ \mathrm{W/(m\,K)}$ and mean free path $\lambda=68\ \mathrm{nm}$. The pore conductivity is defined by
\begin{equation}
\kappa_g=\frac{q\,d}{\Delta T},
\end{equation}
where $q$ is the heat flux carried by the gas and $\Delta T$ the small temperature difference between the walls. It is proposed that
\begin{equation}
\kappa_g=\frac{\kappa_0}{1+3.2\,\mathrm{Kn}},\qquad \mathrm{Kn}=\frac{\lambda}{d}.
\label{eq:given}
\end{equation}

Treat air as a dilute gas of identical rigid diatomic molecules with molar mass $29.0\ \mathrm{g/mol}$, at $T=300\ \mathrm{K}$. Its number density $n$ in the pore is that of the surrounding gas at $101325\ \mathrm{Pa}$. Neglect adsorption, attraction by the walls and radiation. Until part (f), every molecule that strikes a wall leaves it with the energy distribution of a gas at the wall temperature (full accommodation).

\section*{(a) Evaluation}

\textit{Calculate $\mathrm{Kn}$ and $\kappa_g$ from equation (\ref{eq:given}). What does the value of $\mathrm{Kn}$ say about the motion of the molecules?}

\subsection*{Model answer}

The Knudsen number is $\mathrm{Kn}=68/2=34$, so
\begin{equation}
\kappa_g=\frac{0.026}{1+3.2\times34}
=\frac{0.026}{109.8}
=2.4\times10^{-4}\ \mathrm{W/(m\,K)},
\end{equation}
or $0.24\ \mathrm{mW/(m\,K)}$. This is about 110 times less than in bulk air. The mean free path is 34 times the wall separation, so most molecules cross the pore without meeting another molecule. The quantity $\kappa_g$ therefore describes the gas and its two walls together. It is not a local property of the gas.

\section*{(b) Conductance in free flight}

\textit{Suppose that no molecule collides with another. Find the conductance per unit area, $G=q/\Delta T$.}

\subsection*{Model answer}

Let $x$ be the direction normal to the walls. The Maxwell distribution of $v_x$ gives the number of molecules crossing unit area per unit time in one direction:
\begin{align}
\Gamma&=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v_x\,e^{-mv_x^2/2k_BT}\,dv_x
\nonumber\\
&=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{n\bar v}{4},
\end{align}
with the mean speed $\bar v=\sqrt{8k_BT/\pi m}$.

Fast molecules cross more often, so the mean normal energy of a crossing molecule must be weighted with $v_x$:
\begin{equation}
\frac{\int_0^\infty \frac12mv_x^3\,e^{-mv_x^2/2k_BT}\,dv_x}
{\int_0^\infty v_x\,e^{-mv_x^2/2k_BT}\,dv_x}
=\frac{\frac m2\,2(k_BT/m)^2}{k_BT/m}=k_BT .
\end{equation}
The two tangential directions contribute $\frac12k_BT$ each, and so do the two rotational degrees of freedom. The total is $3k_BT$ per crossing.

In the steady state there is no net particle flow, so the fluxes from the hot wall (temperature $T_1$) and the cold wall ($T_2$) are both $\Gamma$. The two streams have densities $2\Gamma/\bar v_1$ and $2\Gamma/\bar v_2$, which add up to $n$. For $T_{1,2}=T\pm\Delta T/2$ the first-order changes of $1/\bar v_1$ and $1/\bar v_2$ cancel, so $\Gamma=n\bar v/4$ holds at the mean temperature to first order in $\Delta T$. Hence
\begin{equation}
q=3k_B\Gamma\,(T_1-T_2),\qquad
G=3k_B\Gamma=\tfrac34\,n\bar v k_B .
\label{eq:G}
\end{equation}

\section*{(c) Temperature jump and series formula}

\textit{Now include collisions between molecules. Assume that the velocity distribution of the conducting bulk gas continues unchanged up to the walls. Show that $\kappa_g=\kappa_0/(1+C\,\mathrm{Kn})$ and find $C$.}

\subsection*{Model answer}

Write the bulk distribution as $f=f_M(1+\varphi)$. Here $f_M$ is the Maxwell distribution at the local density and temperature, including the rotational energy, and $\varphi$ is proportional to $dT/dx$. Reversing the $x$ axis changes the sign of both $dT/dx$ and $v_x$ but cannot change the physics. Therefore $\varphi$ is odd in $v_x$, and $v_x\varphi f_M$ is even. Molecules with $v_x>0$ and those with $v_x<0$ each supply half of any flux due to $\varphi$. The net particle flux is zero, so each half is zero. The net heat flux is $q$, so each half is $q/2$.

Consider the cold wall, at temperature $T_w$, and let $T_g$ be the gas temperature extrapolated to it. The energy fluxes towards and away from the wall are
\begin{equation}
E_{\rm in}=3k_B\Gamma T_g+\frac q2,\qquad
E_{\rm out}=3k_B\Gamma T_w ,
\end{equation}
since equal numbers arrive and leave. Their difference is the heat delivered:
\begin{equation}
q=G(T_g-T_w)+\frac q2
\quad\Longrightarrow\quad
T_g-T_w=\frac{q}{2G}.
\label{eq:jump}
\end{equation}
At the hot wall the emitted energy flux exceeds the Maxwell part of the arriving flux by $G(T_w-T_g)$. The term $\varphi$ of the arriving molecules again contributes $+q/2$ to the net flow from hot to cold, so the jump there is also $q/2G$.

Between the walls $q=-\kappa_0\,dT/dx$ is constant, and the gas temperature drops by $qd/\kappa_0$. Adding the three drops gives
\begin{equation}
\Delta T=\frac{q}{2G}+\frac{qd}{\kappa_0}+\frac{q}{2G}
=q\left(\frac d{\kappa_0}+\frac1G\right).
\label{eq:series}
\end{equation}
Inserting this into the definition of $\kappa_g$ and multiplying numerator and denominator by $\kappa_0/d$,
\begin{equation}
\kappa_g=\frac{d}{d/\kappa_0+1/G}
=\frac{\kappa_0}{1+\kappa_0/(Gd)}
=\frac{\kappa_0}{1+C\,\mathrm{Kn}},\qquad
C=\frac{\kappa_0}{G\lambda}.
\label{eq:C}
\end{equation}

\section*{(d) The coefficient}

\textit{Evaluate $C$ from the data. Does it support the coefficient in equation (\ref{eq:given}), and how many digits of the answer to (a) can be trusted within this model?}

\subsection*{Model answer}

The ideal-gas law gives $n=2.446\times10^{25}\ \mathrm{m^{-3}}$, and the mean speed is $\bar v=468\ \mathrm{m/s}$. Then
\begin{align}
\Gamma&=\frac{n\bar v}{4}=2.862\times10^{27}\ \mathrm{m^{-2}\,s^{-1}},\\
G&=3k_B\Gamma=1.186\times10^{5}\ \mathrm{W/(m^2\,K)},\\
C&=\frac{0.026}{(1.186\times10^5)(68\times10^{-9})}=3.2 .
\end{align}
To two digits this is the proposed 3.2. The rounding of $\kappa_0$ alone lets $C$ vary by $1.9\,\%$, so the data support the proposed coefficient. With the unrounded $C=3.225$ the pore conductivity is $2.35\times10^{-4}\ \mathrm{W/(m\,K)}$, which is $0.8\,\%$ below the value obtained with 3.2. The rounding of $\kappa_0$ hardly affects this derived value, because $C$ is proportional to $\kappa_0$ and the two changes nearly cancel in equation (\ref{eq:C}). The derived value lies at the border between 2.3 and 2.4 (in units of $10^{-4}\ \mathrm{W/(m\,K)}$). The model thus confirms the answer to (a) to about $1\,\%$, but not its second digit.

The two terms of equation (\ref{eq:series}) show where the resistance lies: $d/\kappa_0=7.7\times10^{-8}\ \mathrm{m^2\,K/W}$, against $1/G=8.4\times10^{-6}\ \mathrm{m^2\,K/W}$. In this model nearly the whole temperature difference appears as jumps at the walls.

\section*{(e) Limits}

\textit{Discuss equation (\ref{eq:C}) for wide and for narrow pores. At what width is $\kappa_g$ half the bulk value?}

\subsection*{Model answer}

For $C\,\mathrm{Kn}\ll1$, expansion gives $\kappa_g\simeq\kappa_0(1-C\lambda/d)$, which tends to the bulk value as $d$ grows. For narrow pores, use $C\,\mathrm{Kn}=\kappa_0/(Gd)$ to write
\begin{equation}
\kappa_g=\frac{Gd}{1+Gd/\kappa_0}\simeq Gd=\tfrac34\,n\bar v k_B\,d .
\end{equation}
This is the free-flight result of (b). It is proportional to the width and to the gas density, and it contains neither $\lambda$ nor $\kappa_0$. For the present pore $Gd=2.37\times10^{-4}\ \mathrm{W/(m\,K)}$. In equation (\ref{eq:C}), collisions between molecules lower this by about $1\,\%$, to the $2.35\times10^{-4}\ \mathrm{W/(m\,K)}$ of part (d). The kinetic solution of part (g) gives a larger reduction, roughly $1.5\,\%$.

In equation (\ref{eq:C}), half the bulk value requires $C\,\mathrm{Kn}=1$, so $d=C\lambda=3.2\times68\ \mathrm{nm}\approx220\ \mathrm{nm}$. The reduction thus sets in at pore widths well above the mean free path.

\section*{(f) Incomplete accommodation}

\textit{Let a fraction $a$ of the molecules striking a wall be fully accommodated, while the rest keep their energy. Find the new coefficient and evaluate $\kappa_g$ for $a=0.8$. Check the result in free flight by following repeated bounces.}

\subsection*{Model answer}

At the cold wall the outgoing energy flux becomes $E_{\rm out}=(1-a)E_{\rm in}+3ak_B\Gamma T_w$. Therefore
\begin{align}
q&=E_{\rm in}-E_{\rm out}=a\left(E_{\rm in}-3k_B\Gamma T_w\right)
=a\left[G(T_g-T_w)+\frac q2\right],\nonumber\\
q\left(1-\frac a2\right)&=aG(T_g-T_w)
\quad\Longrightarrow\quad
T_g-T_w=\frac{2-a}{a}\,\frac{q}{2G}.
\end{align}
Under the assumption of part (c), each wall resistance, and with it $C$, is multiplied by $(2-a)/a$. The factor is exact in free flight, as shown next, and only approximate when collisions reshape the distribution near the wall.

In free flight, measure energy fluxes from the level emitted by the cold wall, in units of $G\Delta T$. Let $y$ be the flux towards the cold wall and $z$ the flux back. Then $y=a+(1-a)z$ and $z=(1-a)y$, so
\begin{equation}
y=\frac{a}{1-(1-a)^2}=\frac1{2-a},\qquad
y-z=ay=\frac{a}{2-a},
\end{equation}
so the free-flight conductance is multiplied by $a/(2-a)$. The resistance is therefore multiplied by $(2-a)/a$, as found above.

For $a=0.8$ the factor is $1.2/0.8=1.5$ and the coefficient becomes $4.8$, so
\begin{equation}
\kappa_g=\frac{0.026}{1+4.8\times34}=1.6\times10^{-4}\ \mathrm{W/(m\,K)} .
\end{equation}
This is a third less than for full accommodation. The state of the surface matters far more here than the rounding of $C$.

\section*{(g) Reliability}

\textit{The table gives $\kappa_g/\kappa_0$ for full accommodation from equation (\ref{eq:C}) and from a numerical solution of the linearized kinetic equation $v_x\,\partial f/\partial x=(f_{\rm loc}-f)/\tau$. Here $f_{\rm loc}$ is the local equilibrium distribution of a diatomic gas and $\tau$ a constant relaxation time. Both columns have the same $\kappa_0$ and $G$. Assess the formula, and name conditions under which it fails for a real pore.}

\begin{center}
\begin{tabular}{ccc}
$\mathrm{Kn}$ & formula & kinetic equation\\
0.03 & 0.912 & 0.90\\
0.3 & 0.508 & 0.474\\
1 & 0.237 & 0.222\\
10 & 0.0301 & 0.0296\\
34 & 0.00904 & 0.00899
\end{tabular}
\end{center}

\subsection*{Model answer}

The formula lies above the kinetic solution in every row. Relative to that solution the excess is between $1\,\%$ and $2\,\%$ at $\mathrm{Kn}=0.03$, $7\,\%$ at $0.3$ and at $1$, $1.6\,\%$ at $10$ and $0.6\,\%$ at $34$. Equation (\ref{eq:C}) is thus an interpolation. It is good near both ends because each limiting value is correct: for wide pores the wall resistance is a small part of the total, and for narrow ones free flight fixes $G$. Away from these limits the assumption of part (c) matters, since collisions change the distribution near a wall. The formula then makes the wall resistance too small, so the first correction for wide pores in part (e) is underestimated, and half the bulk value is reached at a somewhat larger width than found there. For the 2 nm pore the kinetic equation gives $2.34\times10^{-4}\ \mathrm{W/(m\,K)}$, close to the value in (d). Further values are in the numerical output.

The kinetic equation is itself a model, with one relaxation time for all speeds and for both translation and rotation. It also shares the assumptions about the pore, and these limit the result in several ways.

\begin{itemize}
\item In a closed pore, molecules also exchange energy with side walls, whose temperature varies along the heat flow. The coefficient then depends on the pore shape.
\item Attraction by the walls gathers molecules in the potential wells next to them and can raise the mean density in the pore several times. Molecules bound in a well do not cross the gap. In free flight the crossing flux, and with it $\kappa_g$, follows the density at the mid-plane, $n\,e^{-U_{\rm mid}/k_BT}$, where $U_{\rm mid}$ is the wall potential there. This density rises much less than the mean density.
\item A cube of side $d$ holds on average $nd^3=0.2$ molecules. The heat flux is therefore an average over a long time or over many pores, not a steady stream through one small pore.
\item Radiation was neglected. Across a gap of a few nanometres, heat also passes through the evanescent electromagnetic fields at the walls. For smooth parallel walls of a polar material such as silica, this contribution grows roughly as $1/d^2$ as the gap narrows, and at 2 nm it can exceed that of the gas. The value of $\kappa_g$ is then not the total heat transfer across the pore.
\item The value describes the gas alone. The conductivity of the dielectric film also contains the heat carried by its solid skeleton.
\end{itemize}

\section*{Calculated quantities}
\begin{verbatim}
INPUT
bulk air conductivity: 0.026 W/(m K)
mean free path: 68 nm
pore width: 2 nm
temperature: 300 K
pressure: 101325 Pa
molar mass: 29.0 g/mol
heat capacity ratio gamma: 1.4 (no unit)
ORIGIN OF THE COEFFICIENT
molecular mass: 4.816e-26 kg
number density: 2.446e+25 m^-3
mean speed: 468.0 m/s
one-way particle flux: 2.862e+27 m^-2 s^-1
energy per crossing / k_B T: 3.000
G from formula: 1.1855e+05 W/(m^2 K)
G from quadrature: 1.1855e+05 W/(m^2 K)
derived coefficient C: 3.225 (no unit)
PORE RESULT
Knudsen number: 34.0 (no unit)
denominator with 3.2: 109.8 (no unit)
kappa_g with 3.2: 2.368e-04 W/(m K)
kappa_g with 3.2: 0.237 mW/(m K)
kappa_g with derived C: 2.350e-04 W/(m K)
change from 3.2 to derived C: -0.77 %
rounding uncertainty of kappa_0: 1.92 %
free-flight limit G d: 2.371e-04 W/(m K)
kappa_g from kinetic solution: 2.337e-04 W/(m K)
bulk-to-pore ratio with 3.2: 109.8 (no unit)
gas resistance d/kappa_0: 7.692e-08 m^2 K/W
two-wall resistance 1/G: 8.435e-06 m^2 K/W
mean molecules in cube of side d: 0.196
INCOMPLETE ACCOMMODATION
accommodation a: 0.8 (no unit)
wall resistance factor: 1.500 (no unit)
coefficient C at this a: 4.838 (no unit)
kappa_g at this a: 1.571e-04 W/(m K)
KINETIC CHECK: kappa_g/kappa_0
Kn  0.03: series 0.91178, kinetic 0.90034, series error +1.27 %
Kn  0.10: series 0.75613, kinetic 0.72580, series error +4.18 %
Kn  0.30: series 0.50824, kinetic 0.47445, series error +7.12 %
Kn  1.00: series 0.23667, kinetic 0.22172, series error +6.74 %
Kn  3.00: series 0.09367, kinetic 0.09008, series error +3.99 %
Kn 10.00: series 0.03007, kinetic 0.02959, series error +1.64 %
Kn 34.00: series 0.00904, kinetic 0.00899, series error +0.56 %
largest series error in table: 7.12 %
bulk slope / expected: 1.00457
free-flight flux / expected: 0.99999
flux change on halving cells: 0.0065 %
\end{verbatim}
